# Is a tantalum-type EUV absorber binary? Orders and best focus: a numerical check

```python
"""
Result under test: an EUV absorber with complex relative reflection a changes
the mask orders to A0 = a + (1-a)D, A1 = (1-a) sin(pi D)/pi. In coherent
three-beam imaging it moves best focus to
    z = -arg(A0/A1) / [k (1-cos(theta))],   sin(theta) = wavelength/pitch.
D is the clear fraction, k = 2 pi/wavelength, and z is positive along the light.
Time factor exp(-i omega t); refractive index n = 1-delta+i beta.
A Fourier-modal Maxwell solution (electric field along the lines) examines
the limits of the thin-mask formula. All lengths are in nm.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.optimize import minimize_scalar

wavelength = 13.5
k = 2 * np.pi / wavelength
delta, beta, thickness = 0.05, 0.03, 55.0
n_absorber = 1 - delta + 1j * beta
n_light, d_light = 1.0 + 0.002j, 4.2
n_heavy, d_heavy = 0.92 + 0.006j, 2.8
pairs = 40
mirror = [(n_light, d_light), (n_heavy, d_heavy)] * pairs
reduction, numerical_aperture = 4, 0.33
pitches = (44.0, 64.0)


def stack_reflection(sines, layers):
    """Reflection from vacuum; layers run from top to bottom."""
    sines = np.asarray(sines, dtype=float)

    def normal_index(n):
        return np.sqrt(n**2 - sines**2 + 0j)

    below = normal_index(n_light)
    r = np.zeros_like(below)
    for n, d in reversed(layers):
        here = normal_index(n)
        f = (here - below) / (here + below)
        r = (f + r) / (1 + f * r) * np.exp(2j * k * here * d)
        below = here
    here = normal_index(1.0)
    f = (here - below) / (here + below)
    return (f + r) / (1 + f * r)


def matrix_reflection(layers):
    """Normal-incidence reflection from total fields, without recursion."""
    product = np.eye(2, dtype=complex)
    for n, d in layers:
        phase = k * n * d
        product = product @ np.array([
            [np.cos(phase), -1j * np.sin(phase) / n],
            [-1j * n * np.sin(phase), np.cos(phase)]])
    electric, magnetic = product @ np.array([1, n_light])
    return (electric - magnetic) / (electric + magnetic)


r_mirror = complex(stack_reflection(0.0, mirror))


def relative_reflection(n, d):
    r = complex(stack_reflection(0.0, [(n, d)] + mirror))
    return r / (r_mirror * np.exp(2j * k * d))


def thin_orders(a, clear=0.5):
    return a + (1 - a) * clear, (1 - a) * np.sin(np.pi * clear) / np.pi


def modal_orders(mask_pitch, n, d, clear=0.5, extra=15, bottom=None):
    """Reflected orders at the absorber top for unit normal incidence."""
    top = int(1.5 * mask_pitch / wavelength) + extra
    sines = np.arange(-top, top + 1) * wavelength / mask_pitch
    kz = np.sqrt(1 - sines**2 + 0j)
    if bottom is None:
        reflection = stack_reflection(sines, mirror)
    else:
        reflection = np.where(np.abs(sines) < 1, bottom, 0)
    m = np.arange(2 * top + 1)
    coefficients = (1 - n**2) * clear * np.sinc(m * clear) + 0j
    coefficients[0] += n**2
    permittivity = toeplitz(coefficients, coefficients)
    squared, modes = np.linalg.eig(permittivity - np.diag(sines**2))
    q = np.sqrt(squared + 0j)
    q = np.where(q.imag < 0, -q, q)
    travel = np.exp(1j * k * q * d)
    admittance = kz * (1 - reflection) / (1 + reflection)
    mq, ym = modes * q, admittance[:, None] * modes
    back = np.linalg.solve(mq + ym, mq - ym)
    back = travel[:, None] * back * travel[None, :]
    unit = np.eye(len(m))
    field = modes @ (unit + back)
    slope = mq @ (unit - back)
    surface = np.linalg.solve(field.T, slope.T).T
    incident = np.zeros(len(m), dtype=complex)
    incident[top] = 1
    result = np.linalg.solve(np.diag(kz) + surface,
                             (np.diag(kz) - surface) @ incident)
    return result, kz, top


def modal_pair(mask_pitch, n, d, extra=15):
    orders, _, centre = modal_orders(mask_pitch, n, d, extra=extra)
    assert abs(orders[centre + 1] - orders[centre - 1]) < 1e-7
    return orders[centre:centre + 2] / (r_mirror * np.exp(2j * k * d))


def image(x, z, pitch, orders):
    cosine = np.sqrt(1 - (wavelength / pitch)**2)
    zero = orders[0] * np.exp(1j * k * z)
    plus = orders[1] * np.exp(1j * (k * z * cosine + 2 * np.pi * x / pitch))
    minus = orders[1] * np.exp(1j * (k * z * cosine - 2 * np.pi * x / pitch))
    return abs(zero + plus + minus)**2


def edge_slope(z, pitch, orders):
    """Half-pitch times the log slope at the edge, by finite difference."""
    edge, step = pitch / 4, pitch * 1e-4
    change = (image(edge - step, z, pitch, orders)
              - image(edge + step, z, pitch, orders))
    return pitch / 2 * change / (2 * step * image(edge, z, pitch, orders))


def numerical_focus(pitch, orders):
    return minimize_scalar(lambda z: -edge_slope(z, pitch, orders),
                           bounds=(-100, 100), method="bounded",
                           options={"xatol": 1e-6}).x


def formula_focus(pitch, orders):
    cosine = np.sqrt(1 - (wavelength / pitch)**2)
    return -np.angle(orders[0] / orders[1]) / (k * (1 - cosine))


# Film reflection: recursion, field matrices and first-order formula.
a = relative_reflection(n_absorber, thickness)
absorber_stack = [(n_absorber, thickness)] + mirror
assert abs(r_mirror - matrix_reflection(mirror)) < 1e-9
assert abs(a * r_mirror * np.exp(2j * k * thickness)
           - matrix_reflection(absorber_stack)) < 1e-9
double_pass = np.exp(2j * k * thickness * (n_absorber - 1))
f_surface = (1 - n_absorber) / (1 + n_absorber)
first_order = (double_pass * (1 - f_surface * (1 - r_mirror**2) / r_mirror)
               + f_surface / (r_mirror * np.exp(2j * k * thickness)))
# Neglected terms are of size f E^2 and f^2, about 0.001.
assert abs(a - first_order) < 0.003

# Mask orders from sampled Fourier integrals, including unequal lines.
samples = 20000
x = (np.arange(samples) + 0.5) / samples - 0.5
for clear in (0.4, 0.5):
    mask = np.where(np.abs(x) < clear / 2, 1, a)
    integrals = [np.mean(mask * np.exp(-2j * np.pi * m * x)) for m in (0, 1)]
    assert np.allclose(integrals, thin_orders(a, clear), atol=1e-6)

# Focus and edge slope from the image itself.
thin = thin_orders(a)
binary = thin_orders(0)
psi = np.angle(thin[0] / thin[1])
for pitch in pitches:
    assert wavelength / pitch < numerical_aperture < 2 * wavelength / pitch
    assert abs(numerical_focus(pitch, thin) - formula_focus(pitch, thin)) < 0.01
    for real_a in (-abs(a), abs(a)):
        assert abs(numerical_focus(pitch, thin_orders(real_a))) < 0.01
    for z in (-40, 0, 40):
        cosine = np.sqrt(1 - (wavelength / pitch)**2)
        predicted = (4 * np.pi * abs(thin[1] / thin[0])
                     * np.cos(psi + k * z * (1 - cosine)))
        assert abs(edge_slope(z, pitch, thin) - predicted) < 1e-4

# Modal solver: energy, uniform film and truncation.
lossless, kz, _ = modal_orders(176, 0.95, thickness, bottom=1j)
energy = np.sum(abs(lossless)**2 * kz.real)
assert abs(energy - 1) < 1e-8
uniform, _, centre = modal_orders(176, n_absorber, thickness, clear=0)
assert abs(uniform[centre] / (r_mirror * np.exp(2j * k * thickness)) - a) < 1e-8
full = [modal_pair(reduction * p, n_absorber, thickness) for p in pitches]
finer = modal_pair(reduction * pitches[0], n_absorber, thickness, extra=40)
truncation = np.max(abs(finer - full[0]))
assert truncation < 1e-3

# Edge effects must fade when the mask features become wide.
wide_pitch = 1408.0
wide = modal_pair(wide_pitch, n_absorber, thickness)
deviation_small = np.linalg.norm(full[0] - np.array(thin))
deviation_wide = np.linalg.norm(wide - np.array(thin))
psi_wide = np.angle(wide[0] / wide[1])
assert deviation_wide < 0.5 * deviation_small
assert abs(psi_wide - psi) < 0.5 * abs(psi)

# Control: same absorption, without the bulk phase advance.
n_control = 1 + 1j * beta
a_control = relative_reflection(n_control, thickness)
thin_control = thin_orders(a_control)
full_control = [modal_pair(reduction * p, n_control, thickness) for p in pitches]
for pitch, orders in zip(pitches * 2, full + full_control):
    assert abs(numerical_focus(pitch, orders)
               - formula_focus(pitch, orders)) < 0.01

print(f"wavelength: {wavelength:.1f} nm; NA: {numerical_aperture:.2f}")
print(f"absorber delta, beta: {delta:.3f}, {beta:.3f}")
print(f"absorber thickness: {thickness:.1f} nm; reduction: {reduction}")
print(f"mirror pairs: {pairs}")
print(f"light layer n, thickness: {n_light:.3f}, {d_light:.1f} nm")
print(f"heavy layer n, thickness: {n_heavy:.3f}, {d_heavy:.1f} nm")
print(f"mirror reflectance: {100 * abs(r_mirror)**2:.2f} %")
for name, value in (("double pass", double_pass),
                    ("first-order surfaces", first_order),
                    ("full film", a), ("delta=0 control", a_control)):
    print(f"{name} a: {value.real:.4f} {value.imag:+.4f} i")
    print(f"  |a|: {abs(value):.4f}; phase: {np.degrees(np.angle(value)):.2f} deg")
print(f"full-film relative reflectance: {100 * abs(a)**2:.2f} %")
for name, orders in (("binary", binary), ("thin", thin),
                     ("modal 44 nm", full[0]), ("modal 64 nm", full[1])):
    print(f"{name} |A0|, |A1|: {abs(orders[0]):.4f}, {abs(orders[1]):.4f}")
    print(f"  |A0|^2, |A1|^2: {abs(orders[0])**2:.4f}, {abs(orders[1])**2:.4f}")
    print(f"  arg(A0/A1): {np.angle(orders[0] / orders[1]):.4f} rad")
for z in (-40, 0, 40):
    print(f"44 nm pitch, z={z} nm, normalized slope binary/thin/modal: "
          f"{edge_slope(z, 44, binary):.3f} / {edge_slope(z, 44, thin):.3f}"
          f" / {edge_slope(z, 44, full[0]):.3f}")
for name, pair in (("thin", [thin, thin]), ("modal", full),
                   ("thin delta=0", [thin_control, thin_control]),
                   ("modal delta=0", full_control)):
    focus = [numerical_focus(p, orders) for p, orders in zip(pitches, pair)]
    print(f"{name} best focus, 44/64 nm pitch: {focus[0]:.2f} / {focus[1]:.2f} nm")
    print(f"  focus difference, 64 minus 44: {focus[1] - focus[0]:.2f} nm")
print(f"wide mask pitch: {wide_pitch:.0f} nm; arg(A0/A1): {psi_wide:.4f} rad")
print(f"order deviation from thin, mask pitch 176 nm: {deviation_small:.4f}")
print(f"order deviation from thin, mask pitch 1408 nm: {deviation_wide:.4f}")
print(f"modal truncation change: {truncation:.1e}")
print("tests ok")
```

Running it gives:

```
wavelength: 13.5 nm; NA: 0.33
absorber delta, beta: 0.050, 0.030
absorber thickness: 55.0 nm; reduction: 4
mirror pairs: 40
light layer n, thickness: 1.000+0.002j, 4.2 nm
heavy layer n, thickness: 0.920+0.006j, 2.8 nm
mirror reflectance: 71.93 %
double pass a: -0.1799 -0.1183 i
  |a|: 0.2153; phase: -146.67 deg
first-order surfaces a: -0.1662 -0.0800 i
  |a|: 0.1845; phase: -154.30 deg
full film a: -0.1665 -0.0792 i
  |a|: 0.1844; phase: -154.55 deg
delta=0 control a: 0.2301 +0.0005 i
  |a|: 0.2301; phase: 0.12 deg
full-film relative reflectance: 3.40 %
binary |A0|, |A1|: 0.5000, 0.3183
  |A0|^2, |A1|^2: 0.2500, 0.1013
  arg(A0/A1): 0.0000 rad
thin |A0|, |A1|: 0.4186, 0.3722
  |A0|^2, |A1|^2: 0.1753, 0.1385
  arg(A0/A1): -0.1626 rad
modal 44 nm |A0|, |A1|: 0.4603, 0.3783
  |A0|^2, |A1|^2: 0.2119, 0.1431
  arg(A0/A1): -0.2448 rad
modal 64 nm |A0|, |A1|: 0.4435, 0.3757
  |A0|^2, |A1|^2: 0.1966, 0.1411
  arg(A0/A1): -0.2428 rad
44 nm pitch, z=-40 nm, normalized slope binary/thin/modal: 4.986 / 5.457 / 4.287
44 nm pitch, z=0 nm, normalized slope binary/thin/modal: 8.000 / 11.024 / 10.019
44 nm pitch, z=40 nm, normalized slope binary/thin/modal: 4.986 / 8.285 / 8.202
thin best focus, 44/64 nm pitch: 7.24 / 15.52 nm
  focus difference, 64 minus 44: 8.28 nm
modal best focus, 44/64 nm pitch: 10.90 / 23.18 nm
  focus difference, 64 minus 44: 12.28 nm
thin delta=0 best focus, 44/64 nm pitch: -0.04 / -0.09 nm
  focus difference, 64 minus 44: -0.05 nm
modal delta=0 best focus, 44/64 nm pitch: -4.90 / -4.39 nm
  focus difference, 64 minus 44: 0.50 nm
wide mask pitch: 1408 nm; arg(A0/A1): -0.1889 rad
order deviation from thin, mask pitch 176 nm: 0.1176
order deviation from thin, mask pitch 1408 nm: 0.0127
modal truncation change: 1.6e-05
tests ok
```
